\section*{Growth per cycle in atomic layer epitaxy with unsaturated pulses}

In atomic layer epitaxy a surface is exposed in turn to two precursors, A and B, with a purge after each pulse. Long pulses convert every site that can react, and the film then gains a fixed thickness $h_{\rm s}$ per cycle, the saturated growth. This problem asks what happens when the pulses are too short for that.

The model has a fixed number $N$ of growth sites per unit area, all alike. At any moment a site is in one of two states: open to A, or already holding A and therefore open to B. Taking up A adds one unit of film; the reaction with B adds none, but reopens the site to A. Thus $N$ counts the sites that react in a saturated cycle, which may be fewer than the lattice positions of a full atomic layer. Nothing is lost during purges, and pulses do not overlap. Let $x$ be the fraction of sites open to A, so that $1-x$ is the fraction open to B. Growth per cycle is measured in units of $h_{\rm s}$.

\section*{(a) When does a pulse convert a fixed fraction?}

Show that first-order, irreversible uptake converts a fraction of the available sites that depends neither on the starting coverage nor on the pulse shape. Does this survive if uptake needs a pair of neighbouring open sites?

\subsection*{Solution}

During pulse A each open site reacts at a rate $k(t)$, proportional to the instantaneous pressure at the surface:
\begin{equation}
\frac{dx}{dt}=-k(t)\,x .
\end{equation}
Dividing by $x$ and integrating over the pulse, including its tail, gives
\begin{equation}
\ln\frac{x_{\rm after}}{x_{\rm before}}=-\int k(t)\,dt\equiv-\kappa_A .
\end{equation}
The converted fraction of the available sites is therefore
\begin{equation}
a=\frac{x_{\rm before}-x_{\rm after}}{x_{\rm before}}=1-e^{-\kappa_A}.
\end{equation}
Only the integrated rate $\kappa_A$, the dose, enters. The same argument applied to $1-x$ during pulse B gives $b=1-e^{-\kappa_B}$.

Suppose uptake needs two open neighbours. If the open sites stay randomly arranged throughout the pulse, the rate law is $dx/dt=-k(t)x^2$. For fixed sites this mean-field law is an approximation whose error changes sign. Early in a pulse on a fully open surface, removing sites in pairs leaves open neighbours more common than $x^2$ implies, so uptake is faster; late in a long pulse, isolated open sites remain and uptake stops short of full conversion. Since $d(1/x)/dt=-x^{-2}dx/dt=k(t)$,
\begin{equation}
\frac1{x_{\rm after}}=\frac1{x_{\rm before}}+\kappa_A,
\qquad
\frac{x_{\rm before}-x_{\rm after}}{x_{\rm before}}
=\frac{\kappa_A x_{\rm before}}{1+\kappa_A x_{\rm before}} .
\label{pair}
\end{equation}
This fraction falls when fewer sites are open at the start. A fixed fraction is thus a property of the kinetics, and a short pulse does not guarantee it. Parts (b) to (e) assume that $a$ and $b$ are fixed, with $0<a,b\le1$ unless stated otherwise.

\section*{(b) The growth that repeats}

Let $x_n$ be the fraction open to A just before cycle $n$. Find $x_{n+1}$, and from it the growth per cycle that reproduces itself.

\subsection*{Solution}

Pulse A converts $a x_n$, so the growth in cycle $n$ is
\begin{equation}
g_n=a x_n .
\end{equation}
It leaves $(1-a)x_n$ open to A and $1-(1-a)x_n$ open to B. Pulse B reopens a fraction $b$ of the latter:
\begin{align}
x_{n+1}&=(1-a)x_n+b\,[1-(1-a)x_n]\nonumber\\
&=b+(1-a)(1-b)\,x_n .
\label{map}
\end{align}
A repeating state has $x_{n+1}=x_n=x^*$, hence
\begin{equation}
x^*=\frac{b}{1-(1-a)(1-b)}=\frac{b}{a+b-ab},
\end{equation}
because $(1-a)(1-b)=1-a-b+ab$. The repeating growth is
\begin{equation}
G=a x^*=\frac{ab}{a+b-ab},
\qquad
\frac1G=\frac1a+\frac1b-1 .
\label{G}
\end{equation}
The second form follows on dividing $a+b-ab$ by $ab$.

\section*{(c) Is this state reached, and how fast?}

Find the growth after $n$ cycles from an arbitrary start, and treat the cases in which a fraction is zero.

\subsection*{Solution}

Subtract $x^*=b+(1-a)(1-b)x^*$ from equation (\ref{map}):
\begin{equation}
x_{n+1}-x^*=r\,(x_n-x^*),\qquad r=(1-a)(1-b).
\end{equation}
Repeated use gives $x_n=x^*+r^{\,n-1}(x_1-x^*)$. For $0<a,b\le1$ we have $0\le r<1$, so every start leads to $x^*$, and $g_n\to G$. The total growth is a geometric sum:
\begin{align}
\sum_{i=1}^{n}g_i
&=n a x^*+a(x_1-x^*)\sum_{i=1}^{n}r^{\,i-1}\nonumber\\
&=nG+a(x_1-x^*)\frac{1-r^n}{1-r}.
\label{total}
\end{align}
The start therefore leaves a constant offset in thickness and no lasting change in growth per cycle.

If $b=0$ and $a>0$, then $x^*=0$, $r=1-a$, and the total growth tends to $a x_1/a=x_1$: the sites open at the start are used once, and growth stops. If $a=0$ and $b>0$, all sites end up open to A, but there is no growth. Equation (\ref{G}) in its first form gives $G=0$ in both cases. If both fractions vanish, that form reads $0/0$; the surface simply stays as it was, with zero growth.

\section*{(d) The same result from one site}

Suppose each available site reacts in a pulse with probability $a$ or $b$, independently of its history. Find the mean number of cycles between two uptakes of A at one site.

\subsection*{Solution}

Let the site take A in some cycle. Pulse B of the same cycle is its first chance to reopen. Let it fail $j$ times and then succeed, which has probability $b(1-b)^j$. The next chance to take A comes one cycle after the one in which B succeeded. Let it fail $k$ times and then succeed, with probability $a(1-a)^k$. The gap between uptakes is $j+1+k$ cycles.

For the mean of $j$, put $q=1-b$ and differentiate $\sum_j q^j=1/(1-q)$ with respect to $q$. Multiplying the derivative by $q$ gives $\sum_j jq^j=q/(1-q)^2$, so
\begin{equation}
\langle j\rangle=b\,\frac{1-b}{b^2}=\frac1b-1,
\qquad
\langle k\rangle=\frac1a-1 .
\end{equation}
The mean gap is
\begin{equation}
\langle j\rangle+1+\langle k\rangle=\frac1a+\frac1b-1=\frac1G .
\end{equation}
Successive gaps are independent, so over many cycles the number of uptakes per cycle tends to the inverse of the mean gap, which is $G$. The origin of the $-1$ is now visible. A site needs on average $1/a$ pulses of A and $1/b$ pulses of B, but an uptake and the first attempt to reopen share one cycle.

A random simulation tested this for $(a,b)=(0.15,0.9)$, $(0.5,0.5)$, $(0.3,0.2)$ and $(1,0.4)$. It followed $100\,000$ sites for 80 cycles and counted growth in the last 20. The largest absolute deviation from equation (\ref{G}) was $5.6\times10^{-4}$.

\section*{(e) Bounds, limits and the better pulse to lengthen}

Compare $G$ with $ab$ and with the smaller of $a$ and $b$. If the exposure of just one pulse may be doubled, which should it be?

\subsection*{Solution}

The denominator of $G$ is $1-(1-a)(1-b)\le1$, so $G\ge ab$. It also equals $a+b(1-a)\ge a$, so $G\le b$; exchanging the letters gives $G\le a$. Hence
\begin{equation}
ab\le G\le\min(a,b).
\end{equation}
The product $ab$ is the growth in the second cycle if no site was open to A at first: pulse B opens $b$, and the next pulse A converts $ab$. If neither pulse saturates, later cycles do better, because sites missed by A remain open to it.

If B saturates, $b=1$ and $G=a$; if A saturates, $G=b$. For equal fractions $G=a/(2-a)$, which tends to $a/2$ for weak pulses. In general, when both fractions are small, the product in the denominator can be dropped and $G\simeq ab/(a+b)$.

Doubling a first-order dose changes $a$ to $1-e^{-2\kappa_A}=1-(1-a)^2=a(2-a)$. With $b$ held fixed, $1/G$ falls by
\begin{equation}
\frac1a-\frac1{a(2-a)}=\frac{1-a}{a(2-a)} .
\label{doubling}
\end{equation}
As $a$ rises from 0 to 1 the numerator falls and the denominator rises, so this gain decreases. The same expression holds for B. Within this model, doubling the exposure with the smaller converted fraction therefore raises $G$ more.

\section*{(f) Zinc oxide from diethylzinc and water}

Take diethylzinc as A and water as B at $T=450$ K, with $h_{\rm s}=0.20$ nm. The exposures at the surface, $E=\int p\,dt$, are $0.0010$ Torr s for A and $0.0020$ Torr s for B. The initial reaction probabilities per impact on a fully available surface are $s_A=0.0070$ and $s_B=0.0010$. Find the settled growth and the thickness after 100 cycles, starting with all sites open to A.

\subsection*{Solution}

For a gas of number density $n_{\rm g}$ and molecular mass $m$, the flux onto a wall is the Maxwell average over velocities $v$ towards it:
\begin{align}
J&=n_{\rm g}\sqrt{\frac{m}{2\pi k_BT}}\int_0^\infty v\,e^{-mv^2/2k_BT}dv
\nonumber\\
&=n_{\rm g}\sqrt{\frac{m}{2\pi k_BT}}\;\frac{k_BT}{m}
=\frac{p}{\sqrt{2\pi mk_BT}},
\end{align}
where $p=n_{\rm g}k_BT$. When a fraction $x$ is open to A, the reacting flux is $s_AJx$, and it equals $-N\,dx/dt$. Thus $k=s_AJ/N$ and
\begin{equation}
\kappa_A=\frac{s_AE_A}{N\sqrt{2\pi m_Ak_BT}},
\end{equation}
with the corresponding expression for B.

The site density follows from the crystal. Wurtzite zinc oxide, with rough lattice constants $0.325$ and $0.521$ nm, has two formula units in a cell of volume $\frac{\sqrt3}{2}(0.325)^2(0.521)=0.04766$ nm$^3$. Therefore
\begin{equation}
N=\frac{2\times0.20}{0.04766}=8.39\ {\rm nm^{-2}} .
\end{equation}
With molar masses $123.50$ and $18.02$ g/mol, the exposures bring about $1490$ molecules of A and $7800$ of B to each nm$^2$. Hence
\begin{align}
\kappa_A&=\frac{0.0070\times1490}{8.39}=1.243, & a&=1-e^{-1.243}=0.711,\\
\kappa_B&=\frac{0.0010\times7800}{8.39}=0.930, & b&=1-e^{-0.930}=0.605 .
\end{align}
The settled growth is
\begin{equation}
G=\frac{0.4306}{0.7114+0.6053-0.4306}=0.486,
\end{equation}
or $0.097$ nm per cycle. A site takes up A once in $2.06$ cycles on average.

The memory factor is $r=0.114$. The first four cycles give $0.711$, $0.512$, $0.489$ and $0.486$, so the settled value is reached to three digits by the fourth. From equation (\ref{total}) with $x_1=1$ and $x^*=0.683$, the offset is $0.711\times0.317/0.886=0.254$ of a saturated cycle, or $0.05$ nm. The thickness after 100 cycles is $9.77$ nm, against $9.72$ nm for 100 settled cycles.

Doubling the diethylzinc exposure alone raises $G$ to $0.574$; doubling the water exposure alone raises it to $0.629$. This agrees with part (e), since water has the smaller fraction. Doubling both gives $0.784$.

\section*{(g) How far can the assumptions be trusted?}

Estimate the effect on $G$ of gas depletion, pairwise uptake, unequal sites, loss in the purges and pulse overlap. Then propose a measurement that could expose a failure of equation (\ref{G}).

\subsection*{Solution}

All percentages below are relative to $G=0.486$.

\textbf{Gas depletion.} Suppose the stated exposures apply outside a stagnant layer of thickness $L=1$ cm. If diffusion through it is quasi-steady, the supplied flux equals the reacting flux. With $n_0$ and $n_1$ the densities outside the layer and at the surface, and $\bar v$ the mean molecular speed,
\begin{equation}
\frac{D(n_0-n_1)}{L}=s x\frac{\bar v}{4}n_1
\quad\Rightarrow\quad
\frac{n_1}{n_0}=\frac1{1+\beta x},\qquad
\beta=\frac{s\bar vL}{4D}.
\end{equation}
For B, $x$ is replaced by $1-x$. Chosen diffusivities of $100$ and $400$ cm$^2$/s give $\beta=0.486$ for A and $0.045$ for B. Integrating the modified rate equations lowers $G$ by $7.9\%$. The result does not need long pulses. If the layer is empty before the pulse and after the purge, the time-integrated density is linear across it, and the balance of doses gives $\ln(x_{\rm before}/x_{\rm after})+\beta(x_{\rm before}-x_{\rm after})=\kappa_A$, the same as the quasi-steady law. Only the purge must be long compared with $L^2/D$, which is $0.01$ s for A.

\textbf{Pairwise uptake.} With the quadratic law of part (a) for both precursors and the same values of $\kappa$, $G$ falls to about $0.25$, a change of $-48.5\%$. This is the largest effect considered here. The figure belongs to the mean-field law, in which a saturated cycle converts every site. On a square or triangular lattice of fixed sites with the same $\kappa$, the growth per site is also about $0.25$, but a saturated cycle converts only about $0.8$ of the sites, so the growth relative to saturation is about $0.3$.

\textbf{Unequal sites.} Let half the sites receive $0.5$ and half $1.5$ times the mean dose of both precursors. Equation (\ref{G}) then holds for each half separately, and the average is $0.460$, a change of $-5.3\%$.

\textbf{Loss and overlap.} Let bound A leave during each 5 s purge at a rate $\nu e^{-E_{\rm b}/k_BT}$, with chosen values $\nu=10^{13}$ s$^{-1}$ and $E_{\rm b}=1.5$ eV. A fraction $7.9\times10^{-4}$ is lost per purge at 450 K, and $G$ falls by $0.1\%$. With the loss rate of 500 K and unchanged doses, the fall is $4.6\%$. If the gas clears with a time constant of $0.5$ s, a fraction $e^{-10}=4.5\times10^{-5}$ remains after the purge. If this residue delivers the same fraction of a full dose during the next pulse, as it does for equal pulses long compared with $0.5$ s, $G$ rises by about $0.006\%$; shorter pulses give less. That figure covers surface reactions at the model's sites, not reactions in the gas.

\textbf{A test by growth rates.} First measure the thickness per cycle with both pulses saturated. This is $h_{\rm s}$, by which the later results are divided. Then measure $G$ with only B saturated, which gives $a$; with only A saturated, which gives $b$; and with both pulses short, keeping each short pulse the same throughout. If the model holds, equation (\ref{G}) predicts the last result from the earlier ones.

For pairwise uptake, equation (\ref{pair}) with a fully available surface gives apparent fractions $1.243/2.243=0.554$ and $0.930/1.930=0.482$. Equation (\ref{G}) would then predict $0.347$, well above the actual value of about $0.25$. These numbers assume complete saturation, which the quadratic law approaches only as $1/\kappa$; if the saturating pulses have $\kappa=20$, the prediction is $0.362$ and the actual value $0.277$. For the unequal sites above, the apparent fractions are the averages over the two halves, $0.654$ and $0.562$. They predict $0.433$, below the actual $0.460$. The two faults thus shift the result in opposite directions in this example. The sign depends on how the doses are shared: if the sites with the larger A dose receive the smaller B dose, the prediction stays $0.433$ but the actual value is $0.375$. They could also cancel, so agreement supports the model without proving it.

\textbf{The real process.} A saturated growth near $0.2$ nm per cycle at about 450 K is a rough typical value for this pair of precursors. The exposures were deliberately chosen too small for saturation, whereas a process meant to give uniform films would normally use larger ones. The reaction probabilities are model inputs, not measured values for a particular reactor or surface. Real diethylzinc can react with one or two surface hydroxyl groups, and its remaining ethyl groups can block neighbouring sites, so the assumption of independent sites with one-to-one conversion is doubtful for this chemistry. The mean-field pairwise law does not describe these reactions in detail. It shows only that one simple form of coverage dependence roughly halves the predicted growth at these doses, and it is not a bound on the error. Nor does the model say whether the film is epitaxial: that depends on the substrate and on crystal ordering, which site counting leaves out. Further computed values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
random-site test, largest deviation of G: 5.6e-04
temperature: 450 K
saturated growth: 0.20 nm/cycle
lattice constants a, c: 0.325, 0.521 nm
site density: 8.39 per nm2
molar mass A, B: 123.50, 18.02 g/mol
exposure A, B: 0.0010, 0.0020 Torr s
reaction probability A, B: 0.0070, 0.0010
dose kappa A, B: 1.2427, 0.9297
converted fraction a: 0.7114
converted fraction b: 0.6053
settled open fraction x*: 0.6831
settled growth G: 0.4860 of saturated
settled growth: 0.0972 nm/cycle
mean cycles between growth events 1/G: 2.0577
product a*b: 0.4306; smaller of a, b: 0.6053
memory factor r per cycle: 0.1139
growth in cycle 1, all sites open at start: 0.7114
growth in cycle 2, all sites open at start: 0.5117
growth in cycle 3, all sites open at start: 0.4889
growth in cycle 4, all sites open at start: 0.4863
growth in cycle 5, all sites open at start: 0.4860
thickness after 100 cycles: 9.770 nm
100 times settled growth: 9.720 nm
G with exposure A doubled: 0.5738
G with exposure B doubled: 0.6289
G with both doubled: 0.7841
diffusion layer: 1.0 cm
diffusivity A, B: 100, 400 cm2/s
depletion parameter beta A, B: 0.486, 0.045
G with gas depletion: 0.4476 (-7.9 %)
G with pairwise uptake: 0.2505 (-48.5 %)
G, half sites 0.5 and half 1.5 dose: 0.4603 (-5.3 %)
purge time, clearing time: 5.0, 0.5 s
residual gas fraction after purge: 4.54e-05
change of G by pulse overlap: +0.0055 %
loss barrier: 1.50 eV; attempt rate: 1e+13 per s
fraction lost per purge at 450 K: 7.93e-04
change of G by loss at 450 K: -0.100 %
fraction lost per purge at 500 K: 3.73e-02
change of G by 500 K loss, same doses: -4.62 %
\end{verbatim}
